# How strain changes a defect's migration barrier: the elastic dipole law: verification in Python

```python
"""
Result under test: to first order in a homogeneous strain e, the migration
barrier of a defect changes by  -sum_ij (P_saddle - P_initial)_ij e_ij.
P      elastic dipole tensor, minus the strain derivative of the defect energy
e      symmetric strain tensor, positive in tension
Model: bcc host with first- and second-neighbour springs, and one interstitial
that interacts with host atoms by a pair well. Its octahedral sites are wells,
and the tetrahedral site between two of them is the saddle.
The tensors come from bond forces in the UNSTRAINED states. The barriers they
are tested against come from stationary points found afresh under strain.
Internal units: nm, eV, atomic mass unit.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize

# round model parameters, rough regime of oxygen in vanadium
LATTICE = 0.303            # nm
SPRING_1 = 340.0           # eV/nm^2, first neighbours
SPRING_2 = 100.0           # eV/nm^2, second neighbours
WELL_DEPTH = 0.80          # eV
WELL_RADIUS = 0.214        # nm
WELL_WIDTH = 0.045         # nm
MASS_HOST, MASS_SOLUTE = 50.94, 16.00     # atomic mass units
TEMPERATURE = 700.0        # K
ROOM = 300.0               # K
FILM_STRAIN = 0.005
EXPANSION = 9e-6           # 1/K, rough linear thermal expansion
EYE = np.eye(3)
KT = sc.k * TEMPERATURE / sc.e
GPA = sc.e * 1e27 / 1e9    # one eV/nm^3 in GPa


def build(cells, site):
    """Periodic cell with bond lists; the interstitial is the last atom."""
    corners = np.array([(i, j, k) for i in range(cells)
                        for j in range(cells) for k in range(cells)]) * 2
    grid = np.vstack([corners, corners + 1])      # in half lattice constants
    index = {tuple(q): n for n, q in enumerate(grid)}
    near = [(1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)]
    far = [(2, 0, 0), (0, 2, 0), (0, 0, 2)]
    first, second, shift, spring, length = [], [], [], [], []
    for n, q in enumerate(grid):
        for step in near + far:
            target = q + np.array(step)
            wrapped = target % (2 * cells)
            first.append(n)
            second.append(index[tuple(wrapped)])
            shift.append((target - wrapped) * LATTICE / 2)
            spring.append(SPRING_1 if step in near else SPRING_2)
            length.append(np.linalg.norm(step) * LATTICE / 2)
    host = grid * LATTICE / 2
    solute = np.array(site) * LATTICE
    box = cells * LATTICE
    image = -box * np.round((host - solute) / box)
    count = len(host)
    return dict(i=np.array(first + [count] * count),
                j=np.array(second + list(range(count))),
                shift=np.vstack([np.array(shift), image]),
                spring=np.array(spring), length=np.array(length),
                start=np.vstack([host, solute]), volume=box**3)


def solute_pair(r):
    """Energy, slope and curvature: harmonic inside, Gaussian outside."""
    u = r - WELL_RADIUS
    q = (u / WELL_WIDTH)**2
    stiff = 2 * WELL_DEPTH / WELL_WIDTH**2
    g = np.exp(-q)
    inside = u < 0
    return (np.where(inside, WELL_DEPTH * (q - 1), -WELL_DEPTH * g),
            np.where(inside, stiff * u, stiff * u * g),
            np.where(inside, stiff, stiff * g * (1 - 2 * q)))


def evaluate(system, x, strain, want_hessian=True):
    """Energy, gradient, sum of slope*d_i*d_j/r over bonds, and Hessian."""
    i, j = system["i"], system["j"]
    d = x[j] - x[i] + system["shift"] @ (EYE + strain).T
    r = np.linalg.norm(d, axis=1)
    nb = len(system["spring"])
    stretch = r[:nb] - system["length"]
    pair_e, pair_s, pair_c = solute_pair(r[nb:])
    energy = 0.5 * np.sum(system["spring"] * stretch**2) + pair_e.sum()
    slope = np.concatenate([system["spring"] * stretch, pair_s])
    curve = np.concatenate([system["spring"], pair_c])
    n = d / r[:, None]
    pull = slope[:, None] * n
    grad = np.zeros_like(x)
    np.add.at(grad, j, pull)
    np.add.at(grad, i, -pull)
    virial = pull.T @ d
    if not want_hessian:
        return energy, grad, virial, None
    side = slope / r
    block = ((curve - side)[:, None, None] * n[:, :, None] * n[:, None, :]
             + side[:, None, None] * EYE)
    m = len(x)
    h = np.zeros((m, m, 3, 3))
    np.add.at(h, (i, i), block)
    np.add.at(h, (j, j), block)
    np.add.at(h, (i, j), -block)
    np.add.at(h, (j, i), -block)
    return energy, grad, virial, h.transpose(0, 2, 1, 3).reshape(3*m, 3*m)


def newton_step(grad, hessian):
    """Newton step; rigid translations are made stiff, so they stay put."""
    m = len(grad)
    t = np.tile(EYE, (m, 1)) / np.sqrt(m)
    return np.linalg.solve(hessian + 1000.0 * t @ t.T,
                           -grad.ravel()).reshape(m, 3)


def stationary(system, reference, strain):
    """Stationary point of any index, started from affine positions."""
    x = reference @ (EYE + strain).T
    for _ in range(80):
        energy, grad, virial, hessian = evaluate(system, x, strain)
        if np.abs(grad).max() < 1e-9:
            return x, energy, virial, hessian
        step = newton_step(grad, hessian)
        x = x + step * min(1.0, 0.01 / np.abs(step).max())
    raise RuntimeError("stationary point not reached")


SITES = dict(initial=(0.5, 0.0, 0.0), saddle=(0.5, 0.25, 0.0),
             final=(0.5, 0.5, 0.0))
ZERO = np.zeros((3, 3))
CELLS = 4
systems = {s: build(CELLS, SITES[s]) for s in SITES}
relaxed = {s: stationary(systems[s], systems[s]["start"], ZERO)
           for s in SITES}
dipole = {s: -relaxed[s][2] for s in SITES}
delta_p = dipole["saddle"] - dipole["initial"]
barrier_0 = relaxed["saddle"][1] - relaxed["initial"][1]


def energy_at(state, strain):
    return stationary(systems[state], relaxed[state][0], strain)[1]


def barrier(strain):
    return energy_at("saddle", strain) - energy_at("initial", strain)


# --- host elastic constants from strain energy against spring formulas
def host_energy(strain):
    s = systems["initial"]
    nb = len(s["spring"])
    x = s["start"]
    d = (x[s["j"][:nb]] - x[s["i"][:nb]] + s["shift"][:nb]) @ (EYE+strain).T
    return 0.5 * np.sum(s["spring"]
                        * (np.linalg.norm(d, axis=1) - s["length"])**2)


def host_curvature(direction, h=1e-4):
    return (host_energy(h * direction) + host_energy(-h * direction)
            - 2 * host_energy(ZERO)) / h**2 / systems["initial"]["volume"]


c11 = host_curvature(np.diag([1.0, 0, 0]))
c12 = host_curvature(np.diag([1.0, 1.0, 0])) / 2 - c11
shear = np.zeros((3, 3))
shear[0, 1] = shear[1, 0] = 0.5
c44 = host_curvature(shear)
c12_formula = 2 * SPRING_1 / (3 * LATTICE)
assert abs(c12 / c12_formula - 1) < 1e-3
assert abs(c44 / c12_formula - 1) < 1e-3
assert abs(c11 / (c12_formula + 2 * SPRING_2 / LATTICE) - 1) < 1e-3

# --- the states are two minima and a saddle with one unstable mode
for state, expected in (("initial", 0), ("saddle", 1), ("final", 0)):
    values = np.linalg.eigvalsh(relaxed[state][3])
    assert np.sum(values < -1e-3) == expected, state
    assert np.sum(np.abs(values) < 1e-3) == 3, state
assert barrier_0 > 0

# --- the saddle runs downhill into the two neighbouring wells
x_saddle = relaxed["saddle"][0]
mode = np.linalg.eigh(relaxed["saddle"][3])[1][:, 0]


def downhill(flat):
    e, g, _, _ = evaluate(systems["saddle"], flat.reshape(-1, 3), ZERO, False)
    return e, g.ravel()


travel = []
for sign in (1, -1):
    end = minimize(downhill, x_saddle.ravel() + sign * 0.01 * mode, jac=True,
                   method="L-BFGS-B",
                   options=dict(maxiter=3000, ftol=1e-14, gtol=1e-6))
    assert abs(end.fun - relaxed["initial"][1]) < 1e-4
    move = end.x.reshape(-1, 3) - x_saddle
    travel.append(move[-1, 1] - move[:-1, 1].mean())
assert travel[0] * travel[1] < 0
assert max(abs(abs(t) - LATTICE / 4) for t in travel) < 0.01

# --- slopes of re-relaxed energies for all six strain components
worst_slope = 0.0
h = 1e-4
for a in range(3):
    for b in range(a, 3):
        unit = np.zeros((3, 3))
        unit[a, b] = unit[b, a] = 1.0
        slope = {s: (energy_at(s, h * unit) - energy_at(s, -h * unit))
                 / (2 * h) for s in SITES}
        found = slope["saddle"] - slope["initial"]
        error = abs(found + np.sum(delta_p * unit))
        worst_slope = max(worst_slope, error)
        assert error < 2e-3
        split = slope["final"] - slope["initial"]
        assert abs(split + np.sum((dipole["final"] - dipole["initial"])
                                  * unit)) < 2e-3

# --- general strain: quadratic remainder, linear shift, relaxation energy
general = 2e-4 * np.array([[1.0, 0.4, -0.3], [0.4, -0.7, 0.5],
                           [-0.3, 0.5, 0.6]])
remainder, shifts = [], []
for factor in (1.0, 0.5):
    e = factor * general
    remainder.append(barrier(e) - barrier_0 + np.sum(delta_p * e))
    x_new = stationary(systems["saddle"], x_saddle, e)[0]
    shifts.append(x_new[-1, 1] - ((EYE + e) @ x_saddle[-1])[1])
remainder_ratio = remainder[0] / remainder[1]
shift_ratio = shifts[0] / shifts[1]
assert 3.5 < remainder_ratio < 4.5
assert 1.8 < shift_ratio < 2.2
for state in ("initial", "saddle"):
    affine = relaxed[state][0] @ (EYE + general).T
    e_aff, g_aff, _, h_aff = evaluate(systems[state], affine, general)
    predicted = 0.5 * np.sum(g_aff * newton_step(g_aff, h_aff))
    actual = energy_at(state, general) - e_aff
    assert abs(actual / predicted - 1) < 0.03, state


# --- harmonic attempt frequency, for the size of a neglected effect
def mode_values(hessian):
    m = len(hessian) // 3
    mass = np.repeat([MASS_HOST] * (m - 1) + [MASS_SOLUTE], 3)
    values = np.linalg.eigvalsh(hessian / np.sqrt(np.outer(mass, mass)))
    return np.sort(values[np.argsort(np.abs(values))[3:]])


TO_SI = sc.e / 1e-18 / sc.atomic_mass


def attempt_frequency(h_initial, h_saddle):
    low, top = mode_values(h_initial), mode_values(h_saddle)
    assert low[0] > 0 and top[0] < 0 and top[1] > 0
    log_ratio = 0.5 * (np.log(low).sum() - np.log(top[1:]).sum())
    return np.exp(log_ratio) * np.sqrt(TO_SI) / (2 * np.pi)


nu_0 = attempt_frequency(relaxed["initial"][3], relaxed["saddle"][3])
omega_top = np.sqrt(-mode_values(relaxed["saddle"][3])[0] * TO_SI)
crossover = sc.hbar * omega_top / (2 * np.pi * sc.k)
wigner = 1 + (sc.hbar * omega_top / (sc.k * TEMPERATURE))**2 / 24

# --- strained film: three jump types, one for each direction of the normal
normal_strain = -2 * c12 / c11 * FILM_STRAIN
film_stress = (c11 + c12 - 2 * c12**2 / c11) * FILM_STRAIN * GPA
film = []
for axis in range(3):
    diagonal = np.full(3, FILM_STRAIN)
    diagonal[axis] = normal_strain
    e = np.diag(diagonal)
    low = stationary(systems["initial"], relaxed["initial"][0], e)
    top = stationary(systems["saddle"], x_saddle, e)
    film.append((-np.sum(delta_p * e), top[1] - low[1] - barrier_0,
                 attempt_frequency(low[3], top[3]) / nu_0,
                 top[0][-1, 1] - ((EYE + e) @ x_saddle[-1])[1]))

# --- larger cell, for the size of the periodic-image effect
BIG = 6
big = {}
for s in ("initial", "saddle"):
    system = build(BIG, SITES[s])
    big[s] = stationary(system, system["start"], ZERO)
big_delta = big["initial"][2] - big["saddle"][2]
big_barrier = big["saddle"][1] - big["initial"][1]
thermal_strain = EXPANSION * (TEMPERATURE - ROOM)
thermal_shift = -np.trace(delta_p) * thermal_strain


def triple(tensor):
    return " ".join(f"{v:.3f}" for v in np.diag(tensor))


print(f"lattice constant: {LATTICE:.3f} nm")
print(f"springs, 1st and 2nd: {SPRING_1:.0f} {SPRING_2:.0f} eV/nm^2")
print(f"solute well depth: {WELL_DEPTH:.2f} eV")
print(f"solute well radius, width: {WELL_RADIUS:.3f} {WELL_WIDTH:.3f} nm")
print(f"masses, host and solute: {MASS_HOST:.2f} {MASS_SOLUTE:.2f} u")
print(f"host atoms in cell: {2 * CELLS**3}")
print(f"C11 C12 C44: {c11*GPA:.1f} {c12*GPA:.1f} {c44*GPA:.1f} GPa")
print("axes: x initial long axis, y jump, z final long axis")
print(f"unstrained barrier: {barrier_0:.4f} eV")
print(f"P initial xx yy zz: {triple(dipole['initial'])} eV")
print(f"P saddle  xx yy zz: {triple(dipole['saddle'])} eV")
print(f"P final   xx yy zz: {triple(dipole['final'])} eV")
print(f"P saddle - initial: {triple(delta_p)} eV")
off = np.abs(delta_p - np.diag(np.diag(delta_p))).max()
print(f"largest shear part of difference: {off:.1e} eV")
print(f"worst slope error, six strains: {worst_slope:.1e} eV")
print(f"remainder ratio on halving strain: {remainder_ratio:.3f}")
print(f"saddle shift ratio on halving: {shift_ratio:.3f}")
print(f"in-plane film strain: {100*FILM_STRAIN:.2f} %")
print(f"normal film strain: {100*normal_strain:.3f} %")
print(f"in-plane film stress: {film_stress:.2f} GPa")
print(f"temperature: {TEMPERATURE:.0f} K, kT: {KT:.5f} eV")
for name, (linear, direct, nu_ratio, shift) in zip("xyz", film):
    print(f"normal {name}: linear barrier change {linear:.5f} eV")
    print(f"normal {name}: direct barrier change {direct:.5f} eV")
    print(f"normal {name}: direct - linear {direct-linear:.5f} eV")
    print(f"normal {name}: linear rate factor {np.exp(-linear/KT):.3f}")
    print(f"normal {name}: direct rate factor {np.exp(-direct/KT):.3f}")
    print(f"normal {name}: attempt frequency ratio {nu_ratio:.4f}")
    print(f"normal {name}: non-affine saddle shift {shift:.6f} nm")
print(f"unstrained attempt frequency: {nu_0/1e12:.2f} THz")
print(f"tunnelling crossover: {crossover:.0f} K")
print(f"Wigner tunnelling factor: {wigner:.4f}")
print(f"thermal strain from {ROOM:.0f} K: {100*thermal_strain:.2f} %")
print(f"barrier shift by thermal strain: {thermal_shift:.5f} eV")
print(f"host atoms in larger cell: {2 * BIG**3}")
print(f"larger cell barrier: {big_barrier:.4f} eV")
print(f"larger cell P difference: {triple(big_delta)} eV")
print("no test failed")
```

Output:

```
lattice constant: 0.303 nm
springs, 1st and 2nd: 340 100 eV/nm^2
solute well depth: 0.80 eV
solute well radius, width: 0.214 0.045 nm
masses, host and solute: 50.94 16.00 u
host atoms in cell: 128
C11 C12 C44: 225.6 119.9 119.9 GPa
axes: x initial long axis, y jump, z final long axis
unstrained barrier: 0.7532 eV
P initial xx yy zz: 6.729 1.159 1.159 eV
P saddle  xx yy zz: 1.170 -11.044 1.170 eV
P final   xx yy zz: 1.159 1.159 6.729 eV
P saddle - initial: -5.558 -12.204 0.011 eV
largest shear part of difference: 2.9e-14 eV
worst slope error, six strains: 3.6e-06 eV
remainder ratio on halving strain: 3.997
saddle shift ratio on halving: 1.998
in-plane film strain: 0.50 %
normal film strain: -0.531 %
in-plane film stress: 1.09 GPa
temperature: 700 K, kT: 0.06032 eV
normal x: linear barrier change 0.03144 eV
normal x: direct barrier change 0.03070 eV
normal x: direct - linear -0.00073 eV
normal x: linear rate factor 0.594
normal x: direct rate factor 0.601
normal x: attempt frequency ratio 1.2215
normal x: non-affine saddle shift -0.001322 nm
normal y: linear barrier change -0.03710 eV
normal y: direct barrier change -0.03683 eV
normal y: direct - linear 0.00026 eV
normal y: linear rate factor 1.850
normal y: direct rate factor 1.842
normal y: attempt frequency ratio 0.9445
normal y: non-affine saddle shift 0.000000 nm
normal z: linear barrier change 0.08887 eV
normal z: direct barrier change 0.08925 eV
normal z: direct - linear 0.00038 eV
normal z: linear rate factor 0.229
normal z: direct rate factor 0.228
normal z: attempt frequency ratio 1.2054
normal z: non-affine saddle shift 0.001322 nm
unstrained attempt frequency: 13.46 THz
tunnelling crossover: 46 K
Wigner tunnelling factor: 1.0070
thermal strain from 300 K: 0.36 %
barrier shift by thermal strain: 0.06390 eV
host atoms in larger cell: 432
larger cell barrier: 0.7429 eV
larger cell P difference: -5.563 -12.235 -0.006 eV
no test failed
```
